# Why soft polar phonons in gate oxides can lower channel mobility

**Q.** Suppose I replace a silica gate insulator by a hafnia-like one. A larger permittivity should weaken electric fields. Why might the electrons in the silicon move less easily?

**A.** Because permittivity has two parts. Electrons in the oxide follow a field almost at once; ions follow through a vibration, and a vibration has thermal and zero-point motion. Moving ions carry polarization, whose field reaches the channel. A large permittivity of purely electronic origin would not add this scattering.

Take one infrared-active vibration, with transverse frequency $\omega_T$. Its polarization $P$ obeys

$$\ddot P=-\omega_T^2P+\epsilon_v\chi\omega_T^2E,$$

where $\epsilon_v$ is the vacuum permittivity and $\chi$ the static ionic susceptibility. At frequency $\omega$ this gives $P=\epsilon_v\chi\omega_T^2E/(\omega_T^2-\omega^2)$. Adding the electronic part $\epsilon_\infty$, the relative permittivity is

$$\epsilon(\omega)=\epsilon_\infty+\frac{\chi\omega_T^2}{\omega_T^2-\omega^2},\qquad \epsilon_0=\epsilon_\infty+\chi .$$

The drive strength is $\Omega^2=\chi\omega_T^2$, set by ionic charges, masses and density. At fixed $\Omega$, softening the vibration raises $\chi=\Omega^2/\omega_T^2$. One soft spring thus gives both the high permittivity and the large ionic response.

**Q.** The oxide is outside the channel. How does its field get in?

**A.** Through interface modes. Let the silicon occupy $z>0$. Below it lie an interlayer of thickness $t$ and permittivity $\epsilon_i$, the polar oxide of thickness $d$, and an ideal metal gate. I treat the interlayer as free of phonons and neglect retardation.

A potential with lateral wavevector $q$ satisfies Laplace's equation, so in silicon it decays as $e^{-qz}$. Let $s=-z$ be the depth into the stack, and define its effective permittivity at $s=0$ by $\epsilon_{\rm eff}=-\epsilon\,\phi'(s)/(q\phi)$. In the grounded oxide $\phi\propto\sinh q(t+d-s)$, so this ratio is $\epsilon c$ at the oxide's top, with $c=\coth qd$. In the interlayer,

$$\phi=\phi_0\left[\cosh qs-\frac{\epsilon_{\rm eff}}{\epsilon_i}\sinh qs\right].$$

Continuity of potential and normal displacement at $s=t$ gives, with $T=\tanh qt$,

$$\epsilon_i\frac{\epsilon_{\rm eff}-\epsilon_iT}{\epsilon_i-\epsilon_{\rm eff}T}=\epsilon c
\quad\Rightarrow\quad
\epsilon_{\rm eff}=\epsilon_i\frac{\epsilon c+\epsilon_iT}{\epsilon_i+\epsilon cT}.$$

Now put a charge sheet of amplitude $\sigma$ at height $z'$ in the silicon. Its direct potential is $\sigma e^{-q|z-z'|}/(2\epsilon_v\epsilon_sq)$, and the stack reflects it with a coefficient $r$. Matching at the surface gives $\epsilon_s(1-r)=\epsilon_{\rm eff}(1+r)$, hence

$$r=\frac{\epsilon_s-\epsilon_{\rm eff}}{\epsilon_s+\epsilon_{\rm eff}}=2\epsilon_sG-1,\qquad G=\frac1{\epsilon_s+\epsilon_{\rm eff}}.$$

The part of the potential that depends on the oxide is therefore $\sigma Ge^{-q(z+z')}/(\epsilon_vq)$.

**Q.** Where is the vibration in that expression?

**A.** It is the pole of $G$. Insert $\epsilon_{\rm eff}$ and clear the inner fraction:

$$G=\frac{\epsilon_i+\epsilon cT}{c(\epsilon_i+\epsilon_sT)(\epsilon+a)},\qquad
a=\frac{\epsilon_i}{c}\,\frac{\epsilon_s+\epsilon_iT}{\epsilon_i+\epsilon_sT}.$$

A free oscillation needs $\epsilon(\omega)=-a$. Solving this with the oscillator permittivity gives

$$\omega_q^2=\omega_T^2+\frac{\Omega^2}{\epsilon_\infty+a}=\omega_T^2\,\frac{\epsilon_0+a}{\epsilon_\infty+a}.$$

As a function of $\epsilon$, $G$ is a constant plus $\kappa/(\epsilon+a)$. The residue follows from the numerator at $\epsilon=-a$, which is $\epsilon_i-acT=\epsilon_i^2(1-T^2)/(\epsilon_i+\epsilon_sT)$:

$$\kappa=\tanh(qd)\left[\frac{\epsilon_i}{\epsilon_i\cosh qt+\epsilon_s\sinh qt}\right]^2 .$$

The square bracket describes attenuation by the interlayer, once for each of the two electron-phonon couplings in an interaction. The quantity we need is the difference between the fast and the static response,

$$C=G(\epsilon_\infty)-G(\epsilon_0)=\frac{\kappa\chi}{(\epsilon_\infty+a)(\epsilon_0+a)}.$$

It vanishes when $\chi=0$, which is the statement about electronic permittivity made above.

**Q.** Can you turn this response into a quantum coupling without guessing a normalization?

**A.** Yes, by requiring that quantized phonons reproduce the static electrostatic interaction. Let $\rho_q$ be the Fourier component of the electron number density. For each $q$ the Hamiltonian contains

$$\hbar\omega_qa_q^\dagger a_q+M_q(\rho_qa_q+\rho_{-q}a_q^\dagger).$$

Completing the square lowers the energy by $M_q^2|\rho_q|^2/\hbar\omega_q$. Written as $\frac12V_q|\rho_q|^2$, this is an interaction $V_q=-2M_q^2/\hbar\omega_q$.

Electrostatics gives the same quantity as the static response minus the fast one, $V_q=-e^2CF^2/(A\epsilon_vq)$. Here $A$ is the area and $F$ the average of $e^{-qz}$ over the electron profile. Equating the two,

$$M_q^2=\frac{e^2\hbar\omega_q}{2A\epsilon_vq}\,C(q)F(q)^2 .$$

For the profile $b^3z^2e^{-bz}/2$, integration gives $F=(1+q/b)^{-3}$, and the mean distance is $3/b$.

The amplitude can also be fixed by setting the zero-point kinetic energy of the ions to $\hbar\omega_q/4$. Doing so on a numerically discretized stack, for $q=0.2$, 0.6 and 1.2 nm$^{-1}$ and electrons at the surface, reproduced $M_q^2$ within 1% for the hafnia-like example below.

**Q.** You have an exponential $e^{-qz}$. Why call the field long-range?

**A.** Each wavelength decays exponentially, but long wavelengths decay slowly. Consider first a bare, thick oxide: $t=0$, $d\to\infty$, $a=\epsilon_s$, so that $C$ and $\omega_q=\omega$ do not depend on $q$. Write $\theta=k_BT$ for the thermal energy. A mode's thermal fluctuation carries the factor $2n+1=\coth(\hbar\omega/2\theta)$, where $n$ is its phonon occupation. At distance $z$ the potential energy fluctuates by

$$\langle(e\phi)^2\rangle=\frac{A}{2\pi}\int_0^\infty q\,dq\,\frac{e^2\hbar\omega C}{2A\epsilon_vq}\coth\frac{\hbar\omega}{2\theta}\,e^{-2qz}
=\frac{e^2\hbar\omega C}{8\pi\epsilon_vz}\coth\frac{\hbar\omega}{2\theta}.$$

The rms value falls as $z^{-1/2}$. For the hafnia-like oxide at 300 K it is 35 meV at 1 nm and 18 meV at 4 nm; the thermal energy is 26 meV.

A gate shortens this reach. For small $q$, $\kappa\simeq qd$ and $a\to0$, so $C\simeq qd\,\chi/(\epsilon_\infty\epsilon_0)$. The extra factor $q$ changes the integral to one proportional to $z^{-2}$, and the decay of the rms potential approaches $z^{-1}$ at distances many times the stack thickness.

**Q.** A fluctuating potential is not yet a mobility. What does it do to the current?

**A.** It takes momentum from the drifting electrons. Assume one parabolic subband of mass $m$, Maxwell statistics, phonons in equilibrium and, for now, no screening by the channel. Let collisions among the electrons maintain a Maxwellian drifting at small velocity $v$, so $f\propto\exp[-(E_k-\hbar\mathbf k\cdot\mathbf v)/\theta]$.

Compare emission $\mathbf k\to\mathbf k-\mathbf q$ with the reverse absorption. The initial populations have the ratio

$$\frac{f(\mathbf k-\mathbf q)}{f(\mathbf k)}=e^{(\hbar\omega_q-\hbar\mathbf q\cdot\mathbf v)/\theta},$$

while the phonon factors contribute $n_q/(n_q+1)=e^{-\hbar\omega_q/\theta}$. Absorption over emission is thus $e^{-\hbar\mathbf q\cdot\mathbf v/\theta}$. To first order in $v$, net emission is $\Gamma_q\,\hbar\mathbf q\cdot\mathbf v/\theta$, where $\Gamma_q$ is the equilibrium emission rate of the whole gas. Each net event removes $\hbar\mathbf q$. For $N$ electrons, averaging $q_x^2$ to $q^2/2$ gives

$$\frac{Nmv}{\tau}=\frac{\hbar^2v}{2\theta}\sum_qq^2\Gamma_q
\quad\Rightarrow\quad
\frac1\tau=\frac{\hbar^2}{2Nm\theta}\sum_qq^2\Gamma_q,\qquad \mu=\frac{e\tau}{m}.$$

**Q.** And the emission rate?

**A.** An electron giving up $\hbar\mathbf q$ loses the energy $\hbar^2k_\parallel q/m-\varepsilon_q$, with $\varepsilon_q=\hbar^2q^2/2m$. Since $k_\parallel$ is Gaussian with variance $m\theta/\hbar^2$, this energy is Gaussian with mean $-\varepsilon_q$ and variance $2\varepsilon_q\theta$. The golden rule gives

$$\Gamma_q=\frac{2\pi}{\hbar}M_q^2(n_q+1)N\,\frac{e^{-(\hbar\omega_q+\varepsilon_q)^2/4\varepsilon_q\theta}}{\sqrt{4\pi\varepsilon_q\theta}} .$$

Write $n_q+1=e^{\hbar\omega_q/2\theta}/[2\sinh(\hbar\omega_q/2\theta)]$. Its exponential cancels the cross term of the square. Replacing the sum by $(A/2\pi)\int q\,dq$,

$$\frac1\tau=\frac{\hbar^2e^2}{8m\theta\epsilon_v}\int_0^\infty dq\,
\frac{q^2\omega_qCF^2}{\sinh(\hbar\omega_q/2\theta)}\,
\frac{e^{-(\hbar^2\omega_q^2/\varepsilon_q+\varepsilon_q)/4\theta}}{\sqrt{4\pi\varepsilon_q\theta}} .$$

For a bare, thick oxide and electrons at its surface, $F=1$ and the integral closes. Use $\sqrt{4\pi\varepsilon_q\theta}=\hbar q\sqrt{2\pi\theta/m}$ and $q\,dq=(m/\hbar^2)d\varepsilon$. With $\varepsilon=\hbar\omega e^u$ and $y=\hbar\omega/2\theta$,

$$\int_0^\infty d\varepsilon\,e^{-(\hbar^2\omega^2/\varepsilon+\varepsilon)/4\theta}
=\hbar\omega\int_{-\infty}^{\infty}du\,e^u e^{-y\cosh u}=2\hbar\omega K_1(y).$$

The last step keeps the even part of $e^u$; $K_1$ is the modified Bessel function. Collecting factors and inserting $\omega=2y\theta/\hbar$,

$$\frac1\tau=\frac{e^2C}{\epsilon_v\hbar^2}\sqrt{\frac{m\theta}{2\pi}}\;S(y),\qquad S(y)=\frac{y^2K_1(y)}{\sinh y}.$$

**Q.** So which matters more, the strong ionic response or the low phonon energy?

**A.** The formula separates them. Both $yK_1(y)$ and $y/\sinh y$ decrease with $y$, so a softer interface mode scatters more at fixed $C$. But both tend to 1 as $y\to0$. In that classical limit the frequency drops out, and softness alone cannot increase the rate without bound.

Use rough values. The hafnia-like oxide has $\epsilon_0=22$, $\epsilon_\infty=5$ and an effective $\hbar\omega_T=20$ meV; the silica-like one has 3.9, 2.5 and 60 meV. With $\epsilon_s=11.7$, the bare interfaces give

$$C_{\rm hafnia}=\frac{17}{16.7\times33.7}=0.0302,\qquad
C_{\rm silica}=\frac{1.4}{14.2\times15.6}=0.0063 .$$

Their interface phonons lie at 28 and 63 meV, so $S=0.77$ and $0.41$. The rate ratio is $4.78\times1.88=9.0$. The larger factor is the ionic response. For $m=0.19$ electron masses at 300 K, the corresponding mobilities are 144 and 1290 cm²/Vs. These belong to electrons placed at the surface, not to a transistor channel.

**Q.** What happens in an actual layered geometry?

**A.** Take a 1 nm interlayer with $\epsilon_i=3.9$, 3 nm of oxide and the metal gate. A depletion charge of $5\times10^{12}$ cm$^{-2}$ puts the electrons on average 1.34 nm from the silicon surface. The channel density is $10^{11}$ cm$^{-2}$, near threshold.

At $q=0.6$ nm$^{-1}$ the formulas give $a=5.0$, hence

$$\hbar\omega_q=20\sqrt{\frac{27.0}{10.0}}=32.9\ \text{meV},$$

with $C=0.0062$ and $F^2=0.24$. Distance and interlayer have weakened the coupling greatly. Integrating over $q$ gives a phonon-limited mobility of about 2700 cm²/Vs. A silica-like oxide of the same thickness, in otherwise the same stack, gives 23,000. This comparison holds geometry and depletion charge fixed, not gate capacitance. Nor does it describe a conventional silica gate, where the silica touches the silicon: without the phonon-free layer between them, its phonon limit would be a few times lower than 23,000.

**Q.** My channel has other scattering. Would I notice 2700?

**A.** Suppose the other mechanisms alone allow 300 cm²/Vs. With a drifted Maxwellian the momentum-loss rates add, so

$$\mu=\left(\frac1{2668}+\frac1{300}\right)^{-1}=270\ \text{cm}^2/\text{Vs}.$$

That is a 10% loss from the background value. The silica-like oxide behind the same phonon-free interlayer would leave 296. If the interlayer is thinned to 0.5 nm, the phonon limit becomes 1420 and the total 248, a 17% loss. At 2 nm the phonon limit rises to 7400.

The thicker interlayer has a price. In silica-equivalent thickness, 3 nm of this oxide costs only $3\times3.9/22=0.53$ nm, whereas each nanometre of interlayer costs a full nanometre. Thickening it to recover mobility therefore sacrifices gate capacitance.

**Q.** Does the metal gate help by screening the phonons?

**A.** In this stack, modestly. Moving the ideal gate to infinity, with polar oxide filling the space it leaves, lowers the phonon-limited mobility from 2670 to 2350 cm²/Vs. The gate reduces $\kappa$ through $\tanh qd$. It also lowers $a$, which raises the phonon energy but enlarges the factor $1/[(\epsilon_\infty+a)(\epsilon_0+a)]$ in $C$. The last change offsets part of the benefit.

**Q.** If I make the oxide ever softer, does the mobility go to zero?

**A.** No, not in this model. Hold $\Omega$, $\epsilon_\infty$ and the geometry fixed. As $\omega_T\to0$, $\epsilon_0$ diverges, but

$$\omega_q^2\to\frac{\Omega^2}{\epsilon_\infty+a},\qquad C\to\frac{\kappa}{\epsilon_\infty+a}.$$

The interface mode keeps an electrostatic restoring force even when the transverse spring disappears. On the way to this limit $C$ rises and $\omega_q$ falls at every $q$. The factors $\omega_q/\sinh(\hbar\omega_q/2\theta)$ and $e^{-\hbar^2\omega_q^2/4\varepsilon_q\theta}$ both grow as $\omega_q$ falls, so the mobility decreases steadily towards a finite value. For $\hbar\Omega=82$ meV:

| $\epsilon_0$ | $\hbar\omega_T$ (meV) | phonon-limited $\mu$ (cm²/Vs) |
|---:|---:|---:|
| 7 | 58 | 28,000 |
| 10 | 37 | 7400 |
| 22 | 20 | 2700 |
| 50 | 12 | 1800 |
| 200 | 5.9 | 1490 |
| 1000 | 2.6 | 1410 |

**Q.** You assumed that electrons share momentum among themselves. How much depends on that?

**A.** A good deal, if polar phonons are the sole other scatterers. Write the linearized Boltzmann equation as $L\psi=v_x$, where $L$ is the collision operator and $\psi$ the response per unit force, apart from a factor $1/\theta$. Then $\mu=(e/\theta)\langle v_x\psi\rangle$, with a Maxwell average. Detailed balance makes $L$ symmetric and non-negative, so for any trial function $g$ the Cauchy–Schwarz inequality gives

$$\mu\ge\frac e\theta\,\frac{\langle v_xg\rangle^2}{\langle gLg\rangle}.$$

Choose $g=k_x$. Then $\langle v_xk_x\rangle=\theta/\hbar$. Emission and absorption contribute equally to $\langle k_xLk_x\rangle$, which is $\sum_qq^2\Gamma_q/2N$. The right side becomes our $e\tau/m$, so the drifted Maxwellian gives a lower bound when electron-electron collisions are absent.

Solving the Boltzmann equation with narrow energy bins raises the full-stack value from 2670 to 4780 cm²/Vs, a variational estimate that may still lie a few per cent low. For the bare oxide with the same electron profile, the bins and a direct solution both give 897, against 606 from the drifted Maxwellian. In that bare case the relaxation time drops about sevenfold where electrons first have enough energy to emit a phonon. Electrons below that threshold can carry more current than a rigidly drifting distribution allows.

**Q.** Then should I combine 4780, not 2670, with my background?

**A.** Not if the background is strong and its relaxation time $\tau_b$ is independent of energy. It then sets $\psi\simeq\tau_bv_x$, which is itself a drifted Maxwellian. Adding the polar operator $L$ as a small correction changes the mobility by

$$\delta\mu=-\frac e\theta\tau_b^2\langle v_xLv_x\rangle=-\frac em\frac{\tau_b^2}{\tau},$$

because $v_x=\hbar k_x/m$ makes $\langle v_xLv_x\rangle=\theta/(m\tau)$. The rate that enters is the drifted-Maxwellian one. Applied to the sum of both mechanisms, the inequality also makes 270 a lower bound within this model. A background time that varies strongly with energy would need its own solution.

**Q.** How close is this to a real hafnia-based transistor, and can the channel screen the field?

**A.** The layer thicknesses and mode energies are of the right order, but $10^{11}$ cm$^{-2}$ describes a channel near threshold. In strong inversion the density is roughly $10^{13}$ cm$^{-2}$. As the density rises towards that value, the neglect of screening fails well before Maxwell statistics do. If $W$ is the full interaction between channel electrons, including reflection from the stack, and $\Pi$ their density response, the induced density is $\Pi U$. The total potential is then

$$U=U_{\rm oxide}+W\Pi U=\frac{U_{\rm oxide}}{1-W\Pi},$$

and the momentum-loss rate acquires the factor $1/|1-W\Pi|^2$ at each frequency. This is a mean-field treatment. With a phonon damping of 3 meV, the unscreened mobility is 2560 cm²/Vs. Screening raises it to 2790 at $10^{11}$ cm$^{-2}$ and to 5030 at $10^{12}$ cm$^{-2}$, with the electron profile held fixed. The scattering near threshold is thus roughly halved by the higher density. I would not extend these numbers to $10^{13}$, where Maxwell statistics fail.

The other omissions I have sized are smaller. Splitting the ionic susceptibility of 17 into 14 at 15 meV and 3 at 45 meV changes the damped, unscreened result by only about 1%, but other divisions can change it by 20% or more in either direction; putting about 15.4 at 12 meV and 1.6 at 48 meV lowers it by about 20%. At 400 K the undamped value falls to 2370. A triangular-well estimate puts 9% of the electrons outside the lowest subband. The interlayer field is 2.4 MV/cm, below the rough 10 MV/cm at which good silica breaks down.

Phonons of the interlayer itself and charges trapped in the oxide are left out. The first omission is not negligible: a silica interlayer is polar too and lies closest to the channel, so its phonons would lower the phonon-limited mobility noticeably below the values given here. The reduction grows with interlayer thickness, so thickening a silica interlayer recovers less mobility than the phonon-free figures suggest. A measured mobility loss therefore cannot be assigned to soft phonons from its size alone.

## Computed values

```
Inputs: T 300 K, mass 0.19 m_e, eps_si 11.7, eps_interlayer 3.9
hafnia-like: eps_static 22.0, eps_fast 5.0, E_TO 20 meV
silica-like: eps_static 3.9, eps_fast 2.5, E_TO 60 meV
interlayer 1.0 nm, oxide 3.0 nm
depletion 5.0e+12, channel 1.0e+11 cm^-2
kT: 25.85 meV
mean electron distance from silicon surface: 1.343 nm
thermal wavevector sqrt(m kT)/hbar: 0.2539 1/nm
-- bare thick oxide on silicon --
hafnia-like: interface phonon 28.41 meV, C 0.03021, S 0.7661
silica-like: interface phonon 62.89 meV, C 0.00632, S 0.4072
ratio of C, hafnia/silica: 4.78
ratio of S, hafnia/silica: 1.881
ratio of rates for F=1: 8.992
mobility, F=1, hafnia-like: 143.7 cm^2/Vs
mobility, F=1, silica-like: 1292 cm^2/Vs
rms potential energy at 1 nm, hafnia-like: 35.15 meV
rms potential energy at 2 nm, hafnia-like: 24.85 meV
rms potential energy at 4 nm, hafnia-like: 17.57 meV
mobility with electron profile, drifted Maxwellian: 606.4 cm^2/Vs
same, Boltzmann equation solved directly: 896.9 cm^2/Vs
same, Boltzmann equation with energy bins: 897 cm^2/Vs
relaxation time below/above emission threshold: 7.109
-- full stack --
q 0.2 1/nm: phonon 33.74 meV, C 0.01435, F^2 0.5979
q 0.6 1/nm: phonon 32.86 meV, C 0.00622, F^2 0.2400
q 1.2 1/nm: phonon 33.67 meV, C 0.00174, F^2 0.0758
phonon-limited mobility, hafnia-like: 2668 cm^2/Vs
phonon-limited mobility, silica-like: 2.331e+04 cm^2/Vs
hafnia-like with 300 cm^2/Vs background: 269.7 cm^2/Vs
mobility, interlayer 0.5 nm: 1421 cm^2/Vs
mobility, interlayer 1.0 nm: 2668 cm^2/Vs
mobility, interlayer 2.0 nm: 7419 cm^2/Vs
mobility, gate removed to infinity: 2349 cm^2/Vs
ionic strength sqrt(eps_static-eps_fast)*E_TO: 82.46 meV
fixed ionic strength, eps_static 7: E_TO 58.31 meV, mobility 2.795e+04 cm^2/Vs
fixed ionic strength, eps_static 10: E_TO 36.88 meV, mobility 7409 cm^2/Vs
fixed ionic strength, eps_static 22: E_TO 20.00 meV, mobility 2668 cm^2/Vs
fixed ionic strength, eps_static 50: E_TO 12.29 meV, mobility 1829 cm^2/Vs
fixed ionic strength, eps_static 200: E_TO 5.91 meV, mobility 1486 cm^2/Vs
fixed ionic strength, eps_static 1000: E_TO 2.61 meV, mobility 1408 cm^2/Vs
-- sizes of neglected effects, full hafnia-like stack --
mobility, Boltzmann equation with energy bins: 4780 cm^2/Vs
mobility, 3 meV phonon damping, unscreened: 2558 cm^2/Vs
same, screened by 1e11 cm^-2: 2793 cm^2/Vs
same, screened by 1e12 cm^-2: 5030 cm^2/Vs
damped, branches 14 at 15 meV and 3 at 45 meV: 2528 cm^2/Vs
mobility at 400 K: 2365 cm^2/Vs
channel density / thermal density of states: 0.02437
electrons outside lowest subband: 9.2 %
field in interlayer: 2.37 MV/cm
```
